# Lattice trapping of a crack in a chain of snapping bonds, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The interval of loads in which the crack rests

In a model of a 5 nm tantalum film weakly bonded to a dielectric that is treated as rigid, an energy balance puts the start of delamination at a residual tension of 2.931 GPa. The same model, solved atom by atom, leaves the crack at rest at every tension between 2.866 and 2.998 GPa. The crack does not open in the upper part of this interval, although opening would lower the energy, and it does not heal in the lower part, although healing would. The interval is 132 MPa wide. Part 1 derives it for a chain of atoms, and Part 2 treats the energy barriers, the film and the effects that the chain leaves out.

### Model and conventions

Atoms sit at sites $j$ along a line, with $j$ increasing to the right. Neighbours are joined by springs of stiffness $K$, and each atom is tied to a rigid base by a bond. The displacement $u_j$ is measured from the site of the unloaded atom and counted positive in the direction of the load $F>0$, which pulls the leftmost atom, $j=L$, to the left. The chain is held at $u=0$ far to the right. The load is constant: it does not change when the atoms move.

The bond is linear up to a range $u_c$ and then snaps:

$$
\phi(u)=\begin{cases}\tfrac12 k u^2, & |u|\le u_c,\\ \gamma, & |u|>u_c,\end{cases}
\qquad \gamma=\tfrac12 k u_c^2 .
$$

The constant $\gamma$ makes the energy continuous at $u_c$, while the force drops there from $ku_c$ to zero. The law is reversible: a broken bond re-forms when its atom returns to $|u|<u_c$. Without this assumption there is no healing and no lower edge to the interval.

The total energy, including that of the load, is

$$
E=\sum_{j\ge L}\tfrac12K(u_j-u_{j+1})^2+\sum_{j\ge L}\phi(u_j)-Fu_L .
$$

The crack is said to rest if the chain sits at a local minimum of $E$. This describes classical atoms under slow loading at zero temperature, with the kinetic energy released by each snap removed before it can act on the next bond.

### Every equilibrium has a single crack tip

Let $f=\phi'$ be the bond force and $S_j=K(u_j-u_{j+1})$ the tension in the spring to the right of atom $j$. Setting the derivative of $E$ with respect to $u_j$ to zero gives, for an atom inside the chain,

$$
K(2u_j-u_{j-1}-u_{j+1})+f(u_j)=0
\quad\Longrightarrow\quad S_{j-1}=S_j+f(u_j),
\tag{1}
$$

and for the loaded atom $F=S_L+f(u_L)$. Each spring carries the tension of the next one plus the force of the bond between them.

No atom of a resting chain sits at $u_c$ itself. Let $R$ be the derivative of the rest of the energy with respect to that atom's displacement. A minimum would need a slope $R\ge0$ on the right of $u_c$, where the bond force is zero, and a slope $R+ku_c\le0$ on the left. These two conditions contradict each other.

No displacement is negative either. Suppose that the smallest displacement, $u_m$, were negative. If $m$ is the loaded atom, then $S_m\le0$ and $f(u_m)\le0$, so their sum cannot equal $F>0$. If $m$ is inside the chain, equation (1) gives

$$
f(u_m)=K(u_{m-1}+u_{m+1}-2u_m)\ge0 .
$$

A negative displacement has $f\le0$, so $f(u_m)=0$ and both neighbours also have displacement $u_m$. Repeating the argument to the right leads to the fixed end, where $u=0$, which is a contradiction.

All bond forces are therefore non-negative. The last spring, which joins an atom with $u\ge0$ to the fixed end, has non-negative tension, and by equation (1) so has every other spring. Hence $u_j\ge u_{j+1}$ throughout. The broken bonds, those with $u_j>u_c$, form one unbroken run from the loaded end.

This was tested by trying every pattern of broken and intact bonds in a chain of ten atoms with $k=K$ and $F=1.1\,u_c\sqrt{kK}$. Of the 1024 patterns, 11 are equilibria, one for each number of broken bonds from 0 to 10, and each has a single tip.

### Displacements around the tip

Number the sites so that bonds $j\le0$ are broken and bonds $j\ge1$ are intact, and let both ends be far away. On the intact side $f(u_j)=ku_j$, and equation (1) becomes

$$
u_{j-1}+u_{j+1}=\left(2+\frac kK\right)u_j .
$$

The trial solution $u_j\propto\lambda^j$ requires

$$
\lambda+\frac1\lambda=2+\frac kK
\quad\Longleftrightarrow\quad
\frac{(1-\lambda)^2}{\lambda}=\frac kK .
\tag{2}
$$

The two roots are positive and their product is one. The displacement must die out to the right, so the root with $\lambda<1$ applies and $u_j=u_1\lambda^{j-1}$. Write $\lambda=e^{-q}$ with $q>0$. Then $\lambda+1/\lambda-2=2\cosh q-2=4\sinh^2(q/2)$, and equation (2) becomes

$$
2\sinh\frac q2=\sqrt{\frac kK}.
\tag{3}
$$

The displacement falls by a factor $e$ over $1/q$ atoms.

On the cracked side the bonds carry no force, so by equation (1) every spring has the tension $F$, including the spring between atoms 0 and 1. That tension must equal the sum of all the bond forces to its right:

$$
F=\sum_{j\ge1}ku_1\lambda^{j-1}=\frac{ku_1}{1-\lambda}.
$$

Solving for $u_1$ and replacing $k$ by $K(1-\lambda)^2/\lambda$ from equation (2) gives

$$
u_1=\frac{(1-\lambda)F}{k}=\frac{\lambda F}{K(1-\lambda)} .
\tag{4}
$$

The last broken atom is displaced further by the stretch $F/K$ of one spring:

$$
u_0=u_1+\frac FK=\frac FK\,\frac{\lambda+1-\lambda}{1-\lambda}=\frac{F}{K(1-\lambda)} .
\tag{5}
$$

### The two edges

The solution was built on an assumed pattern of bonds, so it has to reproduce that pattern. Displacements decrease to the right, and it is enough to check the two atoms next to the tip: $u_1<u_c<u_0$. By equation (4) the first inequality is

$$
F<F_+=\frac{Ku_c(1-\lambda)}{\lambda},
$$

and by equation (5) the second is

$$
F>F_-=Ku_c(1-\lambda).
$$

When both hold, small displacements leave the pattern unchanged. The energy is then quadratic, with positive coefficients for all the spring stretches and for the intact bonds. The only way to leave every spring unstretched is a uniform shift, which the fixed end forbids. The equilibrium is therefore a strict local minimum, and the crack rests.

To bring the edges into symmetric form, use $1-e^{-q}=2e^{-q/2}\sinh(q/2)=e^{-q/2}\sqrt{k/K}$, which follows from equation (3). With $F_+=F_-/\lambda=F_-e^{q}$ this gives

$$
F_\pm=F_G\,e^{\pm q/2},\qquad F_G=u_c\sqrt{kK}.
\tag{6}
$$

The width follows from equation (2):

$$
F_+-F_-=Ku_c(1-\lambda)\left(\frac1\lambda-1\right)=Ku_c\frac{(1-\lambda)^2}{\lambda}=ku_c .
\tag{7}
$$

The interval is as wide as the largest force that one bond can carry. The force sum shows why. At the upper edge the intact bonds are stretched by $u_c,\lambda u_c,\lambda^2u_c,\dots$. At the lower edge the atom at $u_c$ is still without its bond, and the intact bonds are stretched by $\lambda u_c,\lambda^2u_c,\dots$. The two sums differ by the term $ku_c$.

Since $F_+F_-=F_G^2$ and the difference is known, the edges can also be computed without $q$:

$$
F_\pm=\sqrt{F_G^2+\left(\tfrac12ku_c\right)^2}\pm\tfrac12ku_c .
\tag{8}
$$

The midpoint of the interval lies above $F_G$, which is the geometric mean of the edges.

### Why $F_G$ is the Griffith load

The Griffith load is the load at which moving the crack by one bond leaves the energy of the resting chain unchanged. For a fixed pattern with $n$ broken bonds, the spring and bond energies are quadratic in the displacements. At equilibrium such a quadratic energy is half the product of load and displacement, $\tfrac12Fu_L$, while the load contributes $-Fu_L$. The broken bonds add $n\gamma$:

$$
E(n)=n\gamma-\tfrac12Fu_L,\qquad u_L=u_0+(n-1)\frac FK .
$$

One more broken bond adds one spring of stretch $F/K$ to the cracked arm, while $u_0$ keeps its value (5). Therefore

$$
E(n+1)-E(n)=\gamma-\frac{F^2}{2K}.
\tag{9}
$$

The load does work $F^2/K$, half of which is stored in the additional spring. The other half is available to break the bond. The difference vanishes at $F=\sqrt{2K\gamma}=u_c\sqrt{kK}$, which is $F_G$. Opening lowers the energy above $F_G$ and healing lowers it below, but between $F_-$ and $F_+$ neither can begin without first raising the energy.

### Limits of soft and stiff bonds

By equations (6) and (7) the width relative to the Griffith load is $\sqrt{k/K}$. When the bonds are soft compared with the springs, the displacement spreads over many atoms, one bond carries a small share of the load, and the relative width tends to zero. The energy balance alone then locates the crack.

When $k\gg K$, equation (2) gives $\lambda\approx K/k$, so that $F_-\approx Ku_c$ and $F_+\approx ku_c$. One bond holds nearly the whole load. At the lower edge the last broken atom is held at $u_c$ by a single spring stretched by about $u_c$. At higher loads the stretch $F/K$ of this spring is larger.

### Outside the interval, and near the ends

The edges do not depend on the position of the tip. For $F>F_+$ the bond ahead of the tip breaks, the new tip meets the same violated condition, and opening continues. For $F<F_-$ the bonds heal one after another until the loaded end is reached.

If the load is only slightly above $F_+$, the fixed end stops an opening crack before the last bonds break. With $N$ intact atoms before it, the solution that vanishes at site $N+1$ is $u_j\propto\sinh[q(N+1-j)]$. The upper edge is the load at which $u_1=u_c$:

$$
F_+(N)=K(u_0-u_1)=Ku_c\left[\frac{\sinh q(N+1)}{\sinh qN}-1\right].
$$

Here $\sinh q(N+1)/\sinh qN=\cosh q+\sinh q\coth qN$. Subtracting the value $e^q=\cosh q+\sinh q$ for a distant end, and using $\coth x-1=2/(e^{2x}-1)$, gives

$$
F_+(N)=F_++\frac{2Ku_c\sinh q}{e^{2qN}-1}.
\tag{10}
$$

The correction decays as $e^{-2qN}$. It is largest for $N=1$, where the edge is $F_+(1)=Ku_c(2\cosh q-1)=(K+k)u_c$. Above this load even the last bond breaks.

A chain of 60 atoms with $k=K$ shows this behaviour. It starts with 20 broken bonds, and violated bonds are switched one at a time, the most violated first. At $1.001F_-$ and at $0.999F_+$ all 20 stay broken and no other bond breaks. At $0.999F_-$ every bond heals. At $1.001F_+$ the crack runs until 57 bonds are broken.

Equation (10) accounts for the last three bonds. For $k=K$ the edges are $0.618$ and $1.618$ in units of $Ku_c$, so $e^{q}=1.618/0.618=2.618$, $e^{2q}=6.85$ and $2\sinh q=2.236$. The relative correction is $1.38/(6.85^N-1)$. For $N=4$ it is 0.0006, less than the excess load of 0.001, and the crack advances. For $N=3$ it is 0.004, and the crack stops.

The edges were also tested in a chain of 120 atoms with 60 broken bonds, by searching for the loads at which the solved displacements cease to match the assumed pattern. They agree with equation (6) to a relative accuracy of $10^{-8}$. Loads are in units of $Ku_c$:

| $k/K$ | $F_-$ | $F_G$ | $F_+$ |
|---|---|---|---|
| 0.1 | 0.270 | 0.316 | 0.370 |
| 1 | 0.618 | 1.000 | 1.618 |
| 4 | 0.828 | 2.000 | 4.828 |

### Loading by a fixed displacement

If the loaded end is held at a given $u_L$ instead of being pulled by a constant force, $F$ is the reaction at that end. Holding the end removes one freedom of motion and cannot destabilize a minimum, so the resting conditions keep the form $F_-<F<F_+$. What changes is the outcome of a jump. From equation (5),

$$
u_L=\frac FK\left[\frac1{1-\lambda}+n-1\right]=\frac FK\,(n+c),\qquad c=\frac{\lambda}{1-\lambda}.
$$

When one bond breaks at $F_+$, the reaction falls to $F_+(n+c)/(n+1+c)$. This stays above $F_-=\lambda F_+$ if $(n+c)(1-\lambda)>\lambda$. The left side equals $n(1-\lambda)+\lambda$, so the condition holds for $n\ge1$. Far from the fixed end, the crack then advances by one bond and rests again, provided that the energy released by the snap is removed.

## Part 2. Barriers, the film, and the limits of the model

The symbols and results taken from Part 1 are these. Springs $K$ join neighbouring atoms. Bonds of stiffness $k$ snap at displacement $u_c$ and have energy $\gamma=\tfrac12ku_c^2$. Bonds $j\le0$ are broken and bonds $j\ge1$ intact. The displacement decays by $\lambda=e^{-q}$ per atom, with $2\sinh(q/2)=\sqrt{k/K}$ and $(1-\lambda)^2/\lambda=k/K$. Under a constant load $F$ the crack rests for $F_-<F<F_+$, where

$$
F_\pm=F_Ge^{\pm q/2},\qquad F_G=\sqrt{2K\gamma},\qquad F_+-F_-=ku_c .
$$

The atoms next to the tip have $u_1=u_cF/F_+$ and $u_0=u_cF/F_-$, and one further broken bond changes the energy by $\gamma-F^2/(2K)$.

### The cost of leaving a resting state

As long as the pattern of bonds is unchanged, the energy is a quadratic function with one minimum. To leave that state, some atom $s$ must reach $u_s=u_c$. An intact atom could also leave at $-u_c$, but its displacement is not negative at rest, so that limit is at least as far away and the cost is no lower. Let $C_s$ be the compliance of atom $s$, its displacement per unit of extra force applied to it at constant load and fixed pattern. An extra force $g$ shifts the atom by $C_sg$ and raises the energy of the chain by $\tfrac12C_sg^2$. The least energy needed to bring atom $s$ to $u_c$ is therefore

$$
B_s=\frac{(u_c-u_s)^2}{2C_s}.
\tag{11}
$$

For atom 1, an extra force is carried by the intact bonds. The cracked arm shifts along without resisting, because its tension is fixed by the load. Summing the extra bond forces gives $g=k\,\delta u_1/(1-\lambda)$, so

$$
C_1=\frac{1-\lambda}{k}=\frac{\lambda}{K(1-\lambda)} .
$$

A force on atom 0 reaches atom 1 through one more spring:

$$
C_0=C_1+\frac1K=\frac1{K(1-\lambda)} .
$$

Inserting these in equation (11) gives the barriers for opening and healing:

$$
B_{\rm open}=\frac{Ku_c^2(1-\lambda)}{2\lambda}\left(1-\frac F{F_+}\right)^2,\qquad
B_{\rm heal}=\frac{Ku_c^2(1-\lambda)}{2}\left(\frac F{F_-}-1\right)^2 .
\tag{12}
$$

Each barrier vanishes at its own edge of the interval.

No other atom offers a cheaper exit. Consider first an intact atom $s\ge2$. A unit force on it produces a displacement proportional to $\lambda^{|j-s|}+\lambda^{j+s-1}$. The second term is a mirror image about $j=\tfrac12$, which makes $\delta u_0=\delta u_1$, as constant tension in the arm requires. Hence $C_s\propto1+\lambda^{2s-1}$, which decreases with $s$. Such an atom is stiffer than atom 1 and farther from $u_c$, so it costs more.

Now take a broken atom $m$ sites behind atom 0. Its displacement is $u_0+mF/K$ and its compliance is $C_0+m/K$. With $a=u_0-u_c$, it costs more than atom 0 if

$$
\left(a+\frac{mF}K\right)^2C_0-a^2\left(C_0+\frac mK\right)
=\frac mK\left[2aFC_0+\frac{mF^2C_0}{K}-a^2\right]>0 .
$$

Since $a<u_0=FC_0$, the term $a^2$ is smaller than $aFC_0$, and the bracket is positive.

From the lowest point with $u_1=u_c$ the chain can go downhill to the next resting state. At that point $u_2=\lambda u_c$ and $u_0=u_c+F/K$, so it borders the region of the next pattern. That region is convex, and the energy in it is a convex function. Along the straight line to its minimum the energy therefore falls all the way, and equation (12) gives the full height of the pass.

The pass is shared by neighbouring states, so the two barriers must differ by the energy step between them. In $B_{\rm open}-B_{\rm heal}$ the constant terms give $\tfrac12Ku_c^2(1-\lambda)^2/\lambda=\gamma$. The terms linear in $F$ cancel, because $\lambda F_+=F_-$. The quadratic terms give

$$
\frac{F^2}{2K(1-\lambda)}(\lambda-1)=-\frac{F^2}{2K} .
$$

The difference is $\gamma-F^2/(2K)$, as required.

At the Griffith load $F/F_+=\sqrt\lambda$, and both barriers have the same height $B_G$. Dividing by $\gamma=\tfrac12Ku_c^2(1-\lambda)^2/\lambda$ gives

$$
\frac{B_G}{\gamma}=\frac{(1-\sqrt\lambda)^2}{1-\lambda}=\frac{1-\sqrt\lambda}{1+\sqrt\lambda}=\tanh\frac q4 .
\tag{13}
$$

For $k/K=0.1$, 1 and 4 the ratio is 0.079, 0.236 and 0.414. At these three ratios, and at three loads for each, the cost (11) was computed for every atom of a 120-atom chain by holding the atom at $u_c$ and minimizing the energy over the others, with the pattern of bonds kept fixed. The two atoms at the tip were the cheapest on their sides, and their costs agreed with equation (12) to within $10^{-9}Ku_c^2$.

For a chain with snapping bonds, the crack rests over an interval of loads of width $ku_c$, and the energy barriers for opening and healing are known. What remains is to see how the width depends on the way the bond fails, to apply the results to the tantalum film, and to examine the effects that the chain leaves out.
